# The Mueller functional for the symmetric half-filled Hubbard dimer

## Problem

Two electrons move on two equivalent sites. The Hamiltonian is

$$H=-t\sum_{\sigma}\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)+U\sum_{i=1}^{2}n_{i\uparrow}n_{i\downarrow},\qquad t>0,$$

where $n_{i\sigma}=c^\dagger_{i\sigma}c_{i\sigma}$. The one-body density matrix of one spin is $\gamma_{ij}=\langle c^\dagger_{j\sigma}c_{i\sigma}\rangle$. We take it to be real and equal for both spins, with trace 1 per spin. The two sites carry equal density, so $\gamma_{11}=\gamma_{22}=\tfrac12$.

In mean-field theory the interaction energy is a Hartree term minus an exchange term that contains $(\gamma_{ii})^2$. The Mueller functional replaces $\gamma$ in the exchange term by its matrix square root. With the site density $\rho_i=2\gamma_{ii}$, it reads

$$W_M=\frac U2\sum_i\rho_i^2-\frac U2\sum_{i\sigma}\left[(\gamma^{1/2})_{ii}\right]^2 .$$

Let $n$ be the occupation, per spin, of the bonding orbital.

(a) Express $\gamma$ and the kinetic energy through $n$.

(b) Show that $W_M=U\left[\tfrac12-\sqrt{n(1-n)}\right]$.

(c) For $U\ge0$, minimise the total energy over $n$, and show that the minimum is the exact ground-state energy.

(d) Evaluate the energy contributions for $t=1$, $U=4$.

(e) Explain the agreement: for $U\ge0$, show that no two-electron state with this $\gamma$ has an interaction energy below $W_M$, and that some state attains it.

## Hints

1. The site-exchange symmetry fixes the eigenvectors of $\gamma$. They do not depend on $U$.
2. To take the square root of a symmetric matrix, keep its eigenvectors and take the roots of its eigenvalues.
3. Use $x=2n-1$ as the variable. The energy then contains the scalar product of a fixed vector with a unit vector.
4. For the exact energy, put both electrons in the bonding orbital or both in the antibonding orbital. These two configurations couple only to each other.
5. For (e), the exact ground-state energy is a lower bound on $\langle H\rangle$ for every value of the hopping, including values other than the given $t$.

## Solution

**(a) Density matrix and kinetic energy.** The matrix

$$\gamma=\begin{pmatrix}\tfrac12&\gamma_{12}\\ \gamma_{12}&\tfrac12\end{pmatrix}$$

has the eigenvectors $b=(1,1)/\sqrt2$ (bonding) and $a=(1,-1)/\sqrt2$ (antibonding), with eigenvalues $\tfrac12+\gamma_{12}$ and $\tfrac12-\gamma_{12}$. These are the occupations $n$ and $1-n$, so $\gamma_{12}=n-\tfrac12$. Occupations lie between 0 and 1.

The kinetic energy has two hopping terms for each of two spins, and each contributes $-t\gamma_{12}$:

$$T=-4t\gamma_{12}=-2t(2n-1).$$

**(b) Interaction energy.** The square root is

$$\gamma^{1/2}=\sqrt n\,bb^{T}+\sqrt{1-n}\,aa^{T}.$$

Both $bb^T$ and $aa^T$ have diagonal elements $\tfrac12$. Hence, on either site,

$$(\gamma^{1/2})_{ii}=\frac{\sqrt n+\sqrt{1-n}}2,\qquad \left[(\gamma^{1/2})_{ii}\right]^2=\frac{1+2\sqrt{n(1-n)}}4 .$$

The sum over two sites and two spins has four equal terms and gives $1+2\sqrt{n(1-n)}$. The second part of the functional is therefore

$$W_{xc}=-\frac U2-U\sqrt{n(1-n)} .$$

Since $\rho_1=\rho_2=1$, the Hartree part is $\frac U2(1+1)=U$. The sum is

$$W_M=U-\frac U2-U\sqrt{n(1-n)}=U\left[\frac12-\sqrt{n(1-n)}\right].$$

The terms have a direct meaning. Of the Hartree energy $U$, one half is the mean-field repulsion between opposite spins, $U\sum_i\tfrac12\cdot\tfrac12=U/2$. The other half is a repulsion between like spins, which is absent from $H$, and the term $-U/2$ in $W_{xc}$ removes it. The remaining term $-U\sqrt{n(1-n)}$ describes how the electrons avoid sharing a site. At $n=1$ it vanishes. At $n=\tfrac12$ it equals $-U/2$ and the interaction energy is zero.

**(c) Minimisation.** With $x=2n-1$ we have $4n(1-n)=1-x^2$, so $\sqrt{n(1-n)}=\tfrac12\sqrt{1-x^2}$. The total energy becomes

$$E(x)=\frac U2-\left[2t\,x+\frac U2\sqrt{1-x^2}\right],\qquad -1\le x\le1 .$$

The bracket is the scalar product of $(2t,\,U/2)$ with the unit vector $(x,\sqrt{1-x^2})$. By the Cauchy–Schwarz inequality it is at most the length of the first vector,

$$R=\sqrt{4t^2+U^2/4}.$$

Equality requires the two vectors to point in the same direction:

$$x=\frac{2t}R=\frac{4t}{\sqrt{U^2+16t^2}},\qquad \sqrt{1-x^2}=\frac U{2R}.$$

The second condition can be met only if $U\ge0$, because a square root is not negative. For $U\ge0$ the global minimum is therefore

$$E_{\min}=\frac U2-\sqrt{4t^2+\frac{U^2}4}.$$

*Exact energy.* A state with one electron of each spin can be written as

$$|\Psi\rangle=\sum_{ij}C_{ij}\,c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}|0\rangle,\qquad \sum_{ij}|C_{ij}|^2=1 .$$

Only the diagonal amplitudes put both electrons on one site, so the interaction energy is $U\sum_i|C_{ii}|^2$. Let $|bb\rangle$ and $|aa\rangle$ be the states with

$$C=bb^T=\frac12\begin{pmatrix}1&1\\1&1\end{pmatrix},\qquad C=aa^T=\frac12\begin{pmatrix}1&-1\\-1&1\end{pmatrix}.$$

An electron in $b$ has hopping energy $-t$, and one in $a$ has $+t$. The diagonal amplitudes are $\tfrac12$ in both states, so every interaction matrix element, diagonal or off-diagonal, is $U(\tfrac14+\tfrac14)=U/2$. In this basis

$$H=\begin{pmatrix}-2t+U/2&U/2\\U/2&2t+U/2\end{pmatrix}.$$

Its eigenvalues satisfy $(E-U/2)^2-4t^2=U^2/4$, so $E=U/2\pm R$.

The other states with one electron of each spin have one electron in $b$ and one in $a$, and their hopping energy is $-t+t=0$. The combination $(ba^T-ab^T)/\sqrt2$ has no diagonal amplitudes and energy 0. The combination $(ba^T+ab^T)/\sqrt2$ has only diagonal amplitudes and energy $U$. Two electrons of equal spin fill both sites, cannot hop, and have energy 0.

Since $R>|U|/2$, the root $E_0=U/2-R$ lies below both 0 and $U$. It is the ground-state energy, and it equals $E_{\min}$ for every $U\ge0$.

*Limits.* For $U\to0$ we get $x\to1$, $n\to1$ and $E\to-2t$: both electrons are in the bonding orbital. For $U\gg t$, expanding the root gives

$$E_0=\frac U2-\frac U2\sqrt{1+\frac{16t^2}{U^2}}\approx-\frac{4t^2}U,\qquad n\approx\frac12+\frac{2t}U .$$

The electrons then sit mostly on different sites, and brief hops lower the energy slightly.

**(d) Numbers.** Energies are in units of $t$. For $U=4$,

$$x=\frac4{\sqrt{32}}=0.7071,\qquad n=\frac{1+x}2=0.8536,\qquad \sqrt{n(1-n)}=0.3536 .$$

The contributions are

- kinetic: $-2\times0.7071=-1.4142$;
- Hartree: $4.0000$;
- exchange-correlation: $-2-4\times0.35355=-3.4142$;
- interaction in total: $4.0000-3.4142=0.5858$.

The total energy is $-1.4142+0.5858=-0.8284$, which agrees with $2-\sqrt8$.

For comparison, restricted Hartree–Fock theory puts both electrons in $b$. There $n=1$, and the energy is $-2t+U/2$, which is zero at $U=4t$. The correlated state is lower by $0.8284\,t$. It gives up some kinetic energy ($-1.4142$ instead of $-2$) and in return reduces the interaction energy from 2 to $0.5858$.

The change with $U$ is as follows.

| $U/t$ | $n$ | $E_0/t$ |
|---:|---:|---:|
| 0 | 1.0000 | −2.0000 |
| 1 | 0.9851 | −1.5616 |
| 4 | 0.8536 | −0.8284 |
| 10 | 0.6857 | −0.3852 |
| 20 | 0.5981 | −0.1980 |

At $U=20t$ the estimate $-4t^2/U=-0.2000\,t$ differs from the exact energy by about 1% of the latter.

**(e) Why the functional succeeds.** Consider the state with

$$C=\sqrt n\,bb^T+e^{i\varphi}\sqrt{1-n}\,aa^T .$$

The spin-up density matrix of a state with amplitudes $C$ is $CC^\dagger$, and the spin-down one is $C^TC^*$. Here both equal $n\,bb^T+(1-n)\,aa^T=\gamma$, whatever the phase $\varphi$. The interaction energy does depend on the phase:

$$U\sum_i|C_{ii}|^2=2U\left|\frac{\sqrt n+e^{i\varphi}\sqrt{1-n}}2\right|^2=U\left[\frac12+\sqrt{n(1-n)}\cos\varphi\right].$$

At $\varphi=\pi$ this is $W_M$. The opposite signs of the two configurations make their doubly occupied parts interfere destructively.

It remains to show that no other state does better. Take any two-electron state with the given $\gamma$, and let $W$ be its interaction energy. Its hopping energy for a hopping parameter $t'$ is $-2t'x$. Since $\langle H\rangle$ cannot lie below the ground-state energy for that $t'$,

$$W\ge\frac U2-R'+2t'x,\qquad R'=\sqrt{4t'^2+U^2/4}.$$

This holds for every real $t'$, because the exact spectrum depends on $t'^2$. For $U>0$ and $|x|<1$, choose $t'$ such that $x=2t'/R'$. Then $\sqrt{1-x^2}=U/(2R')$, and

$$R'=\frac{4t'^2+U^2/4}{R'}=2t'x+\frac U2\sqrt{1-x^2}.$$

Inserting this gives

$$W\ge\frac U2-\frac U2\sqrt{1-x^2}=W_M .$$

For $x=\pm1$ the limit $t'\to\pm\infty$ gives $W\ge U/2$, again equal to $W_M$. For $U=0$ both sides vanish. So for repulsion and equal site densities, $W_M$ is the exact interaction functional at each $n$, and the correct minimum follows from that.

## Variation 1: attraction

*Does the minimum remain exact for $U<0$?*

The derivation in (b) did not use the sign of $U$. With $U=-|U|$ the energy is

$$E(x)=\frac U2-2tx+\frac{|U|}2\sqrt{1-x^2}.$$

The last term is not negative and $x\le1$, so $E(x)\ge U/2-2t$, with equality at $x=1$. At equal site densities the Mueller minimum is thus $U/2-2t$, the energy of the determinant with both electrons in $b$. The exact energy $U/2-\sqrt{4t^2+U^2/4}$ is lower.

For $U=-4t$ the two values are $-4.0000\,t$ and $-4.8284\,t$. At equal site densities the Mueller energy is too high by 17% of the magnitude of the exact energy. The exact occupation is $n=0.8536$, while the functional gives $n=1$. The constraint of equal densities matters here. A doubly occupied orbital $(\cos\theta,\sin\theta)$ has energy $-2ty+U(1-y^2/2)$ with $y=\sin2\theta$, both in restricted Hartree–Fock theory and in the Mueller functional, since its $\gamma$ is its own square root. For $U<-2t$ this energy is lowest at $y=2t/|U|$, with unequal site densities. At $U=-4t$ it is $-4.5\,t$, still above the exact energy.

The phase in (e) shows the cause. Attraction favours double occupation and therefore $\varphi=0$, which gives $U\left[\tfrac12+\sqrt{n(1-n)}\right]$. The Mueller functional keeps the minus sign that suits repulsion.

## Variation 2: unequal site densities

*Could the Mueller energy for $U>0$ fall below $E_0$ if the site densities were free to differ?*

Let

$$\gamma=\begin{pmatrix}\frac{1+d}2&c\\c&\frac{1-d}2\end{pmatrix},\qquad s=\sqrt{\det\gamma}=\sqrt{\frac{1-d^2}4-c^2}.$$

A $2\times2$ matrix with trace 1 obeys $\gamma^2=\gamma-s^2I$. Hence $(\gamma+sI)^2=(1+2s)\gamma$, and

$$\gamma^{1/2}=\frac{\gamma+sI}{\sqrt{1+2s}},\qquad \sum_i\left[(\gamma^{1/2})_{ii}\right]^2=\frac{(1+2s+d)^2+(1+2s-d)^2}{4(1+2s)}=\frac{1+2s}2+\frac{d^2}{2(1+2s)} .$$

The two spins together contribute $-U$ times this sum. The Hartree part is $\frac U2[(1+d)^2+(1-d)^2]=U(1+d^2)$. Adding the two,

$$W_M=U\left[\frac12-s+d^2\,\frac{1+4s}{2(1+2s)}\right].$$

The kinetic energy $-4tc$ does not contain $d$. At fixed $c$, a nonzero $d$ lowers $s$, which raises $-s$, and it adds a positive term. The minimum therefore has $d=0$, and the answer is no.

The functional itself is not exact at every such $\gamma$, however. Consider first pure states with exactly one electron of each spin. In the basis of the eigenvectors of $\gamma$, let $\Lambda$ be the diagonal matrix of the occupations $\nu$ and $1-\nu$. The conditions $CC^\dagger=\Lambda$ and $C^\dagger C=\Lambda$ give $C\Lambda=CC^\dagger C=\Lambda C$. For $\nu\ne\tfrac12$ this makes $C$ diagonal, so only a relative phase is free. Back in the site basis, with $u$ the eigenvector of occupation $\nu$,

$$C_{12}=C_{21}=u_1u_2\left(\sqrt\nu-e^{i\varphi}\sqrt{1-\nu}\right),\qquad c=u_1u_2(2\nu-1).$$

The interaction energy $U(1-2|C_{12}|^2)$ is smallest at $\varphi=\pi$. Using $\nu(1-\nu)=s^2$, we have $(\sqrt\nu+\sqrt{1-\nu})^2=1+2s$ and $(2\nu-1)^2=1-4s^2$, so the smallest value is

$$W=U\left[1-\frac{2c^2(1+2s)}{1-4s^2}\right]=U\left[1-\frac{2c^2}{1-2s}\right].$$

For $U=4t$, $d=0.4$ and $c=0.3$ we have $s=\sqrt{0.12}$. The Mueller value is $1.065\,t$ and the lowest value among these states is $1.656\,t$, so the functional lies below it by 36% of the latter. Superpositions with equal-spin states, or ensembles, can go lower than $1.656\,t$, but not down to the Mueller value. If $D_i$ is the probability that site $i$ is doubly occupied and $P$ the probability of one electron on each site, then $\rho_i=2D_i+P$. Hence $2d=\rho_1-\rho_2=2(D_1-D_2)$, and every two-electron state has $W=U(D_1+D_2)\ge U|d|$, here $1.6\,t$. The minimum is unaffected, because it lies at $d=0$, where the functional is exact.

All numerical values are calculated from the stated model.
